# Two-body and three-body parts of the transcorrelated Hamiltonian

Three spin-polarized electrons in a one-dimensional trap have two determinants $A$ and $B$ for which

$$
\langle B|\bar H|A\rangle=-0.6743\ \text{eV},\qquad
\langle A|\bar H|B\rangle=-3.2261\ \text{eV}.
$$

The orbitals are real, so a Hermitian operator with real coefficients would give equal numbers. Yet the lowest eigenvalue of $\bar H$ agrees with that of the ordinary Hamiltonian $H$ to $3\times10^{-6}$ eV in the largest basis used. The operator is $\bar H=e^{-\tau}He^{\tau}$, with $\tau$ a sum of pair functions. The theorem below gives its terms and locates the asymmetry.

## Assumptions and theorem

Atomic units are used in the algebra. For $N$ electrons let

$$
H=T+V,\qquad T=-\frac12\sum_i\nabla_i^2,\qquad
\tau=\sum_{i<j}u(\mathbf r_i,\mathbf r_j).
$$

1. $V$ is a real function of the positions, containing the external potential and the electron repulsion. $H$ is self-adjoint on the domain $\mathcal D$ of functions $f$ for which $f$, its first and second derivatives, and $Vf$ are square integrable.
2. $u$ is real, independent of spin, symmetric under exchange of its arguments, and bounded, with bounded gradient.
3. $u$ is twice continuously differentiable with bounded second derivatives. In three dimensions a cusp is also allowed at $r_{ij}=|\mathbf r_i-\mathbf r_j|=0$, where the second derivatives may grow as fast as $1/r_{ij}$.

Write $u_{ij}=u(\mathbf r_i,\mathbf r_j)$ and

$$
\mathbf a_{ij}=\nabla_i u_{ij},\qquad
\mathbf g_i=\nabla_i\tau=\sum_{j\ne i}\mathbf a_{ij}.
$$

The first index of $\mathbf a_{ij}$ names the electron whose coordinate is differentiated. A symbol such as $\nabla_i^2u_{ij}$ is a function that multiplies, whereas $\mathbf a_{ij}\cdot\nabla_i$ differentiates whatever stands to its right.

**Theorem.** On $\mathcal D$,

$$
\bar H=H-\sum_{i<j}K_{ij}-\sum_{i<j<k}L_{ijk},
$$

$$
K_{ij}=\frac12\left(\nabla_i^2u_{ij}+\nabla_j^2u_{ij}
+|\mathbf a_{ij}|^2+|\mathbf a_{ji}|^2\right)
+\mathbf a_{ij}\cdot\nabla_i+\mathbf a_{ji}\cdot\nabla_j,
$$

$$
L_{ijk}=\mathbf a_{ij}\cdot\mathbf a_{ik}
+\mathbf a_{ji}\cdot\mathbf a_{jk}
+\mathbf a_{ki}\cdot\mathbf a_{kj}.
$$

In this list of terms, the only non-Hermitian one is the gradient term $-\sum_i\mathbf g_i\cdot\nabla_i$, unless $\tau$ is constant. The anti-Hermitian part of $\bar H$ is the whole commutator $[H,\tau]$, which also contains the Laplacian term. Moreover, $\bar H$ and $H$ have the same spectrum.

The transformation stays within $\mathcal D$. Multiplication by the bounded function $e^{\pm\tau}$ keeps $f$ and $Vf$ square integrable. Differentiating $e^{\pm\tau}f$ twice produces bounded functions times $f$ and its derivatives and, at a cusp, terms of size $|f|/r_{ij}$. These are square integrable by Hardy's inequality in three dimensions, $\int |f|^2/r^2\,d^3r\le4\int|\nabla f|^2\,d^3r$, applied in the relative coordinate. Since $\tau$ is symmetric in the electrons, antisymmetry is preserved too.

## The similarity transform

**Lemma 1.**

$$
\bar H=H-\sum_i\left[\frac12(\nabla_i^2\tau)
+\mathbf g_i\cdot\nabla_i+\frac12|\mathbf g_i|^2\right].
$$

*Proof.* The factors $e^{-\tau}$, $V$ and $e^{\tau}$ are all multiplicative, so $e^{-\tau}Ve^{\tau}=V$. For the kinetic energy, the product rule gives

$$
\nabla_i(e^{\tau}f)=e^{\tau}(\nabla_i+\mathbf g_i)f.
$$

A second application of the same rule gives

$$
e^{-\tau}\nabla_i^2(e^{\tau}f)
=(\nabla_i+\mathbf g_i)\cdot(\nabla_i+\mathbf g_i)f .
$$

The order matters in the expansion, because the left-hand derivative also acts on $\mathbf g_i$:

$$
\begin{aligned}
(\nabla_i+\mathbf g_i)\cdot(\nabla_i+\mathbf g_i)f
&=\nabla_i^2f+\nabla_i\cdot(\mathbf g_if)
+\mathbf g_i\cdot\nabla_if+|\mathbf g_i|^2f\\
&=\nabla_i^2f+(\nabla_i\cdot\mathbf g_i)f
+2\mathbf g_i\cdot\nabla_if+|\mathbf g_i|^2f .
\end{aligned}
$$

Here $\nabla_i\cdot\mathbf g_i=\nabla_i^2\tau$. Multiplying by $-\tfrac12$, summing over $i$ and restoring $V$ proves the lemma. $\square$

**Lemma 2.** The three added terms are two commutators:

$$
[H,\tau]=-\sum_i\left[\frac12(\nabla_i^2\tau)+\mathbf g_i\cdot\nabla_i\right],
\qquad
\frac12[[H,\tau],\tau]=-\frac12\sum_i|\mathbf g_i|^2,
$$

and $\bar H=H+[H,\tau]+\tfrac12[[H,\tau],\tau]$ with no further terms.

*Proof.* $V$ commutes with $\tau$. The kinetic part gives

$$
[T,\tau]f=-\frac12\sum_i\left[\nabla_i^2(\tau f)-\tau\nabla_i^2f\right]
=-\frac12\sum_i\left[(\nabla_i^2\tau)f+2\mathbf g_i\cdot\nabla_if\right],
$$

which is the first formula. In the next commutator the multiplicative Laplacian term drops out, leaving

$$
[[H,\tau],\tau]f
=-\sum_i\left[\mathbf g_i\cdot\nabla_i(\tau f)-\tau\,\mathbf g_i\cdot\nabla_if\right]
=-\sum_i|\mathbf g_i|^2f .
$$

This is multiplicative and commutes with $\tau$, so the third commutator is zero. Adding the two results to $H$ reproduces Lemma 1. $\square$

**Remark on nonlocal potentials.** The proof of termination uses that $V$ commutes with $\tau$, which holds for a local $V$ but not in general for a nonlocal one. Let $W$ be a nonlocal potential with kernel $W(X,Y)$, where $X$ and $Y$ are configurations of all electrons. Its $n$-fold commutator with $\tau$ has the kernel $W(X,Y)[\tau(Y)-\tau(X)]^n$. This does not in general vanish at any $n$. The transformed kernel is $W(X,Y)e^{\tau(Y)-\tau(X)}$, and the theorem's list of terms is then incomplete.

## Sorting by the number of electrons

**Lemma 3.** The bracket in Lemma 1, summed over $i$, equals $\sum_{i<j}K_{ij}+\sum_{i<j<k}L_{ijk}$.

*Proof.* The terms linear in $\tau$ are sums over ordered pairs. Each unordered pair occurs once with $i$ differentiated and once with $j$ differentiated:

$$
\begin{aligned}
\sum_i\left[\frac12\nabla_i^2\tau+\mathbf g_i\cdot\nabla_i\right]
&=\sum_i\sum_{j\ne i}\left[\frac12\nabla_i^2u_{ij}+\mathbf a_{ij}\cdot\nabla_i\right]\\
&=\sum_{i<j}\left[\frac12(\nabla_i^2u_{ij}+\nabla_j^2u_{ij})
+\mathbf a_{ij}\cdot\nabla_i+\mathbf a_{ji}\cdot\nabla_j\right].
\end{aligned}
$$

The square of the sum $\mathbf g_i$ has diagonal and cross terms:

$$
\frac12|\mathbf g_i|^2
=\frac12\sum_{j\ne i}|\mathbf a_{ij}|^2
+\sum_{\substack{j<k\\ j,k\ne i}}\mathbf a_{ij}\cdot\mathbf a_{ik}.
$$

Each cross product occurs twice in the square, which cancels the factor $\tfrac12$. Summed over $i$, the diagonal part becomes $\tfrac12\sum_{i<j}(|\mathbf a_{ij}|^2+|\mathbf a_{ji}|^2)$ and completes $K_{ij}$. In the cross part, a given triple of electrons occurs three times, once with each member as the centre $i$. These three products form $L_{ijk}$. $\square$

No four-electron term appears because both gradients in a product belong to the same electron $i$. They can therefore bring in at most two others. For $N=2$ there is no $L$.

**Remark on the meaning of $L$.** If $u$ depends on $r_{ij}$ alone, then $\mathbf a_{ij}=u'(r_{ij})\,\mathbf e_{ij}$, with $\mathbf e_{ij}$ the unit vector from $j$ to $i$. The product centred on $i$ is $u'(r_{ij})u'(r_{ik})\cos\theta_i$, where $\theta_i$ is the angle at $i$ in the triangle of the three electrons. Thus $L$ records whether the two pair functions push electron $i$ in similar or opposite directions. If electron $k$ moves far away and $u'$ tends to zero there, $L_{ijk}$ vanishes, because each of its three products contains a gradient of $u_{ik}$ or $u_{jk}$.

**Remark on the Coulomb singularity.** In three dimensions let $u$ depend on $r_{ij}$ alone and equal $r_{ij}/2$ plus a smoother part that has zero slope at $r_{ij}=0$ and a bounded second derivative near coalescence. The Laplacian term of $K_{ij}$ is

$$
\frac12(\nabla_i^2+\nabla_j^2)u=u''+\frac{2u'}{r_{ij}}
=\frac1{r_{ij}}+\text{bounded terms}.
$$

Hence $-K_{ij}$ cancels the repulsion $1/r_{ij}$ when $\bar H$ acts on a smooth function. The other terms of $K_{ij}$ remain bounded there. The slope $\tfrac12$ suits a function that is nonzero at coalescence, as for antiparallel spins. For parallel spins the function vanishes there like $\mathbf w\cdot(\mathbf r_i-\mathbf r_j)$, and the repulsion leaves only the bounded, direction-dependent term $\mathbf w\cdot\mathbf e_{ij}$. With slope $\gamma$, the Laplacian and gradient terms of $-K_{ij}$ each add $-2\gamma\,\mathbf w\cdot\mathbf e_{ij}$. The total $(1-4\gamma)\,\mathbf w\cdot\mathbf e_{ij}$ vanishes for $\gamma=\tfrac14$, not for $\tfrac12$.

## Which term is non-Hermitian

An operator $O$ is called Hermitian here if $\langle f|Og\rangle=\langle Of|g\rangle$ for all $f,g$ in $\mathcal D$. The dagger denotes the operator obtained by moving $O$ to the other side in this sense.

**Lemma 4.**

$$
(\mathbf g_i\cdot\nabla_i)^\dagger
=-\mathbf g_i\cdot\nabla_i-(\nabla_i^2\tau).
$$

*Proof.* Let $f$ and $h$ be smooth and vanish outside a bounded region. Since $\mathbf g_i$ is real, integration by parts gives

$$
\int f^*\,\mathbf g_i\cdot\nabla_ih
=-\int\nabla_i\cdot(f^*\mathbf g_i)\,h
=-\int(\mathbf g_i\cdot\nabla_if)^*h-\int(\nabla_i^2\tau)f^*h .
$$

There is no surface term at infinity. At a cusp, cut out a sphere of radius $\varepsilon$ around $r_{ij}=0$. Its surface term is a bounded integrand times an area $4\pi\varepsilon^2$, which tends to zero, so no point contribution is missed. Every integral is continuous in $f,h$ and their first derivatives, again by Hardy's inequality where a $1/r_{ij}$ occurs. The identity therefore extends to $\mathcal D$. $\square$

Name the pieces of Lemma 1

$$
S=-\frac12\sum_i\nabla_i^2\tau,\qquad
G=-\sum_i\mathbf g_i\cdot\nabla_i,\qquad
Q=-\frac12\sum_i|\mathbf g_i|^2,
$$

so that $\bar H=H+S+G+Q$. The functions $S$ and $Q$ are real and multiplicative, hence Hermitian. The same holds for each $L_{ijk}$ and for the squared gradients in $K_{ij}$. Lemma 4 gives

$$
G^\dagger=\sum_i\mathbf g_i\cdot\nabla_i+\sum_i\nabla_i^2\tau=-G-2S .
$$

If $G$ were Hermitian, then $G+S=0$, that is, $\sum_i[\mathbf g_i\cdot\nabla_i+\tfrac12\nabla_i^2\tau]f=0$ for every $f$. Near a configuration with all electrons apart, even an antisymmetric $f$ can be chosen freely. Taking $f=1$ there gives $\sum_i\nabla_i^2\tau=0$. Taking $f$ equal to one coordinate then gives zero for that component of $\mathbf g_i$. All gradients would vanish and $\tau$ would be constant. This proves the statement about the single non-Hermitian term.

The term $G$ is not purely anti-Hermitian, however. Its two parts are

$$
\frac{G+G^\dagger}{2}=-S,\qquad
\frac{G-G^\dagger}{2}=G+S=[H,\tau].
$$

The Hermitian part of $G$ cancels the Laplacian term, and therefore

$$
\frac{\bar H+\bar H^\dagger}{2}=H-\frac12\sum_i|\mathbf g_i|^2,
\qquad
\frac{\bar H-\bar H^\dagger}{2}=[H,\tau].
$$

The Hermitian part still contains the full Coulomb repulsion. Its cancellation at a cusp is thus lost if $\bar H$ is replaced by its Hermitian part.

**Corollary.** For a real normalized $\Phi$ in $\mathcal D$,

$$
\langle\Phi|\bar H|\Phi\rangle
=\langle\Phi|H|\Phi\rangle-\frac12\sum_i\langle\Phi|\,|\mathbf g_i|^2|\Phi\rangle .
$$

*Proof.* The number $c=\langle\Phi|[H,\tau]|\Phi\rangle$ is real, since $\Phi$ and the operator have real coefficients. Anti-Hermiticity gives $c^*=-c$, so $c=0$. $\square$

This mean value is not an upper bound to the ground-state energy $E_0$. If $\Phi$ is the real exact ground state and does not vanish throughout the region where some $\mathbf g_i$ is nonzero, the subtracted term is positive and the mean value lies below $E_0$.

## The spectrum

If $H\Psi=E\Psi$, then

$$
\bar H(e^{-\tau}\Psi)=e^{-\tau}H\Psi=E\,e^{-\tau}\Psi .
$$

Since $\bar H^\dagger=e^{\tau}He^{-\tau}$, the left eigenfunction is $e^{\tau}\Psi$. For any complex $z$ the inverse of $\bar H-z$, where it exists, is $e^{-\tau}(H-z)^{-1}e^{\tau}$. Both exponentials are bounded, so one inverse is bounded when the other is, and the whole spectra coincide. This completes the proof of the theorem. $\square$

If $u$ is unbounded, the local algebra of Lemmas 1 to 3 still holds, but $e^{\pm\tau}\Psi$ may fail to be square integrable and this argument no longer applies. A finite basis also breaks the equality: projecting $\bar H$ on the basis is not a similarity transform of the projected $H$, because $e^{\tau}$ leads out of the basis.

## Three electrons in a trap

The example has the smallest number of electrons for which $L$ exists. The harmonic trap has $\hbar\omega=10$ eV, and the repulsion is $e^2/(4\pi\varepsilon_0\sqrt{x^2+a^2})$ with $a=1$ Å. The pair function is

$$
u(x)=-0.3\,e^{-x^2/(2b^2)},\qquad b=1\ \text{Å},
$$

which lowers the amplitude when two electrons are close. In these units the kinetic prefactor $\tfrac12$ becomes $\hbar^2/(2m)$, with $\hbar^2/m=7.6200$ eV Å$^2$. The trap length is $\sqrt{7.6200/10}=0.8729$ Å.

Let $A=(0,1,2)$ be the determinant of the three lowest trap orbitals. Its one-body energy is $10\,(0+1+2+\tfrac32)=45$ eV, and the mean repulsion is $25.1122$ eV. The contributions to the mean of $\bar H$ are:

| Term | Mean in $A$ (eV) |
|---|---:|
| $H$ | 70.1122 |
| Laplacian term $S$ | 0.7270 |
| gradient term $G$ | −0.7270 |
| squared gradients in $-K$ | −0.3990 |
| $-L$ | 0.0275 |
| $\bar H$ | 69.7407 |

The second and third entries cancel, as the corollary requires. The mean energy changes by $-0.3990+0.0275=-0.3715$ eV.

The sign of the $L$ entry can be traced. For neighbouring separations $s,t>0$ on the line,

$$
L=u'(s)u'(s+t)+u'(t)u'(s+t)-u'(s)u'(t),
$$

and $u'(x)>0$ for $x>0$. The outer electrons give the two positive products. The middle electron, pushed in opposite directions, gives the negative one. A positive mean of $-L$ says that the middle electron's product outweighs the other two in this determinant.

For the opening numbers, $B=(0,1,4)$. The Hermitian terms contribute equally to both matrix elements, so the difference must come from $G$:

$$
\langle B|G|A\rangle-\langle A|G|B\rangle
=0.9779-(-1.5738)=2.5517\ \text{eV}.
$$

The opening pair differs by $-0.6743+3.2261=2.5518$ eV, the same within rounding. The sum of the two $G$ elements is $-0.5959$ eV, which matches $-2\langle B|S|A\rangle=-2(0.2980)=-0.5960$ eV, as $G+G^\dagger=-2S$ demands.

Despite this asymmetry, the lowest eigenvalues approach each other as the basis grows. The determinants used all have the parity of $A$, which neither $H$ nor $\tau$ mixes with the other parity.

| Orbitals | $H$ (eV) | $\bar H$ (eV) |
|---:|---:|---:|
| 6 | 69.44002 | 69.42439 |
| 8 | 69.43729 | 69.43545 |
| 12 | 69.43663 | 69.43660 |
| 16 | 69.43659 | 69.43659 |

The last energy is $2.55175$ hartree. The values for $H$ are variational and descend; those for $\bar H$ obey no bound and are not monotonic. Among the tabulated sizes the value is highest at 12 orbitals, $69.436603$ eV, and slightly lower again at 16, $69.436586$ eV. The 12-orbital value lies above the 16-orbital value of $H$, $69.436589$ eV, and hence above the exact energy.

Leaving out parts of $\bar H$ in the largest basis shifts the lowest eigenvalue, relative to that of $H$, as follows:

- Without $L$ the shift is $-0.0510$ eV.
- Without $G$ alone it is $+0.5882$ eV. The remaining operator $H+S+Q$ is Hermitian and differs from the Hermitian part $H+Q$ of $\bar H$ by $S$. The lowest eigenvalues of the two operators differ by $0.5882+0.3136=0.9018$ eV. By the variational principle this difference lies between the means of $S$ in their two ground states, $0.8822$ eV for $H+S+Q$ and $0.9210$ eV for $H+Q$. The mean in $A$ alone, $+0.7270$ eV, gives the sign but understates the size.
- Without the whole commutator it is $-0.3136$ eV. The remaining operator is $H-\tfrac12\sum_i|\mathbf g_i|^2$ in atomic units, which has no larger a mean than $H$ in any state, so its lowest eigenvalue cannot lie higher.

Making the matrix symmetric by discarding the anti-Hermitian part therefore changes the energy by about a hundred thousand times the remaining basis difference of $3\times10^{-6}$ eV. The numerical check also compares the $K$ and $L$ split with the similarity transform for four electrons in three dimensions, where the two agree to $6\times10^{-11}$ hartree at the chosen configuration.

## Computed values

```
POINTWISE TEST, 4 electrons in 3D (atomic units)
transform minus original, direct: 0.46405325 hartree
minus sum of K: 0.47031758 hartree
minus sum of L: -0.00626433 hartree
mismatch: 5.6e-11 hartree
adjoint integral with cusp, should be 0: 6.1e-18
MODEL: 3 spin-polarized electrons, 1D trap
trap quantum: 10.0 eV
softening length: 1.0 angstrom
Jastrow depth: 0.3 (no unit)
Jastrow width b: 1.0 angstrom
hbar^2/m: 7.6200 eV angstrom^2
e^2/(4 pi eps0): 14.3996 eV angstrom
trap length: 0.8729 angstrom
orbitals: 16, determinants: 280
MEAN VALUES in the determinant (0,1,2)
one-body energy: 45.0000 eV
repulsion: 25.1122 eV
H: 70.1122 eV
Laplacian term of -K: 0.7270 eV
gradient term of -K: -0.7270 eV
squared-gradient term of -K: -0.3990 eV
-L: 0.0275 eV
transcorrelated H: 69.7407 eV
MATRIX ELEMENTS, A = (0,1,2), B = (0,1,4)
<B|H|A>: -2.0426 eV
<B|TC H|A>: -0.6743 eV
<A|TC H|B>: -3.2261 eV
<B|gradient term|A>: 0.9779 eV
<A|gradient term|B>: -1.5738 eV
<B|Laplacian term|A>: 0.2980 eV
largest error of adjoint relation: 8.2e-15 eV
GROUND-STATE ENERGY against number of orbitals
 6 orbitals: H 69.440016 eV, TC H 69.424392 eV
 8 orbitals: H 69.437286 eV, TC H 69.435447 eV
12 orbitals: H 69.436629 eV, TC H 69.436603 eV
16 orbitals: H 69.436589 eV, TC H 69.436586 eV
difference, largest basis: -3.0e-06 eV
H, largest basis: 2.551748 hartree
TC H, largest basis: 2.551747 hartree
GROUND-STATE ENERGY with a part of TC H left out
without L: 69.3856 eV
shift without L: -0.0510 eV
without gradient term: 70.0248 eV
shift without gradient term: 0.5882 eV
without whole commutator: 69.1230 eV
shift without commutator: -0.3136 eV
```
